# Why Donor and Acceptor Enhancements of Solid-Phase Regrowth Do Not Add

An amorphous layer on a crystal regrows by advance of the crystal front into it. Let $v$ be the front speed in a doped layer, $v_i$ the speed in an undoped one, and $R=v/v_i$. Temperature, crystal orientation and stress are held fixed throughout. If dopants act through the electron population, the natural scale for their concentrations $N_D$ (donors) and $N_A$ (acceptors) is the intrinsic carrier density $n_i$, so $R$ is a function of $N_D/n_i$ and $N_A/n_i$.

A symmetry restricts it further. Add the same number $\delta$ of ionized donors and ionized acceptors per unit volume. The added charge is zero, the charge balance is unchanged, and so is the Fermi level. Hence

$$R(N_D+\delta,\,N_A+\delta)=R(N_D,N_A),\qquad R=f\!\left(\frac{N_D-N_A}{n_i}\right).$$

Now suppose that $R$ were also additive, $R=1+g(N_D)+h(N_A)$ with $g(0)=h(0)=0$. Differentiating with respect to $\delta$ at $\delta=0$ gives $g'(N_D)+h'(N_A)=0$ for every pair of concentrations. The first term can depend only on $N_D$ and the second only on $N_A$, so both are constants, $g=cN_D$ and $h=-cN_A$. An additive law is therefore possible only if one dopant slows growth as much as the other speeds it. Two positive enhancements cannot add when both work through the Fermi level.

## The belief and its appeal

The belief is this: donors alone speed regrowth by a factor $R_D$, acceptors alone by $R_A$, so a layer holding both should have

$$R_{\rm add}=1+(R_D-1)+(R_A-1).$$

It is a reasonable first guess. Each enhancement is positive, and for Boltzmann carriers each is nearly linear in concentration at heavy doping, as shown below. Linear responses usually superpose. If each dopant atom sped up growth by loosening nearby bonds, the sum would be the right starting point. The question is what the enhancement is linear in.

## Charged defects at the front

Take growth to proceed through dilute defects at the interface, each a dangling orbital that can be positive, neutral or negative: $D^+$, $D^0$, $D^-$. Three assumptions define the model. The defects are in thermal equilibrium, each charge state advances the front at the same rate, and the bands are flat up to the interface.

Let $E_+$ be the energy at which $D^+$ accepts an electron to become $D^0$, and $E_-$ that at which $D^0$ becomes $D^-$. The empty orbital is one state, the singly occupied orbital has two spin states, and the doubly occupied orbital is one state. Their grand-canonical weights, relative to the empty orbital, are

$$1,\qquad 2e^{(E_F-E_+)/kT},\qquad e^{(2E_F-E_+-E_-)/kT}.$$

Dividing the first and third by the second gives

$$\frac{[D^+]}{[D^0]}=\tfrac12e^{(E_+-E_F)/kT},\qquad \frac{[D^-]}{[D^0]}=\tfrac12e^{(E_F-E_-)/kT}.$$

Making a neutral defect exchanges no electron with the crystal, so in the dilute limit $[D^0]$ does not depend on $E_F$. Charged defects come in addition to it, and the total rises when $E_F$ moves far enough toward either band. This matters: if the total number were fixed, recharging defects that all work at the same rate would change nothing.

Let $a_-$ and $a_+$ be the ratios $[D^-]/[D^0]$ and $[D^+]/[D^0]$ at the intrinsic level $E_i$. For Boltzmann carriers, $e^{(E_F-E_i)/kT}=n/n_i$ and $e^{(E_i-E_F)/kT}=p/n_i$, where $n$ and $p$ are the electron and hole densities. The speed is proportional to the total defect number, so

$$R=\frac{1+a_-\,n/n_i+a_+\,p/n_i}{1+a_-+a_+}.$$

The donor effect is thus linear in electrons, and the acceptor effect in holes.

## Neutrality removes the sum

With every dopant ionized, neutrality reads $n-p=N$, where $N=N_D-N_A$, and equilibrium requires $np=n_i^2$. Substituting $p=n_i^2/n$ gives $n^2-Nn-n_i^2=0$, whose positive root is

$$n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.$$

The sum $N_D+N_A$ has not appeared. At $N=0$, $n=p=n_i$ and $R=1$: in this model the cancellation is complete. A donor and an acceptor bound in a neutral pair drop out together and leave $N$ unchanged.

**Heavy net doping.** For $N\gg n_i$, $n\approx N$ and $p/n_i\approx n_i/N\approx 0$, so

$$R-1\approx\frac{a_-N/n_i-(a_-+a_+)}{1+a_-+a_+}.$$

This is the straight line that makes addition tempting. With acceptors in excess, $a_+|N|/n_i$ replaces $a_-N/n_i$. Adding the two lines counts electrons and holes that cannot coexist at those densities, because they would recombine until $np=n_i^2$.

**Light net doping.** Put $y=N/n_i\ll1$. Then $n/n_i\approx1+y/2+y^2/8$ and $p/n_i\approx1-y/2+y^2/8$, and

$$R-1\approx\frac{(a_--a_+)\,y/2+(a_-+a_+)\,y^2/8}{1+a_-+a_+}.$$

The first-order term is proportional to $N_D-N_A$. It is the one additive form that the symmetry allows, with opposite signs for the two dopants.

It also shows that exact compensation is not quite the slowest case. With $x=n/n_i$ and $p/n_i=1/x$, the variable part of $R$ is $a_-x+a_+/x$. Its derivative $a_--a_+/x^2$ vanishes at $x=\sqrt{a_+/a_-}$, where the variable part equals $2\sqrt{a_-a_+}$. Hence

$$1-R_{\min}=\frac{(\sqrt{a_+}-\sqrt{a_-})^2}{1+a_-+a_+}.$$

## A 100 nm layer at 800 K

Take a gap of 0.96 eV and band densities of states $N_c=1.2\times10^{20}$ and $N_v=1.0\times10^{20}$ cm$^{-3}$. With $kT=0.06894$ eV these give $n_i=1.037\times10^{17}$ cm$^{-3}$ and $E_i=0.4737$ eV above the valence edge. Choose $E_-=0.81$ eV and $E_+=0.18$ eV. Then

$$a_-=\tfrac12e^{-(0.81-0.4737)/0.06894}=0.00381,$$
$$a_+=\tfrac12e^{-(0.4737-0.18)/0.06894}=0.00706.$$

Each dopant has concentration $5\times10^{19}$ cm$^{-3}$, or $482.2\,n_i$. When one is present alone, its minority carriers are negligible:

$$R_D\approx\frac{1+0.00381\times482.2}{1.0109}\approx2.81,$$
$$R_A\approx\frac{1+0.00706\times482.2}{1.0109}\approx4.36.$$

The additive rule predicts $1+1.805+3.356\approx6.16$ for the co-doped layer. The model gives 1.00.

Let the undoped speed be 2.0 nm/min. The 100 nm layer then needs 17.8 min with donors alone and 11.5 min with acceptors alone. With both, the additive rule says 8.1 min and the model says 50 min. An anneal stopped at 8.1 min would regrow $2.0\times8.12\approx16$ nm and leave 84 nm amorphous.

Partial compensation shows which concentration matters. Donors are held at $5\times10^{19}$ cm$^{-3}$:

| $N_A/N_D$ | $R$, model | $R$, additive |
|---|---|---|
| 0 | 2.81 | 2.81 |
| 0.5 | 1.90 | 4.48 |
| 0.9 | 1.17 | 5.82 |
| 1.0 | 1.00 | 6.16 |
| 1.1 | 1.33 | 6.50 |

Adding acceptors first slows growth, while the additive rule has it speeding up. At $N_A/N_D=0.9$, a tenth of the donors is uncompensated and 9.5% of the donor-only excess $R_D-1$ survives. The small deficit from 10% comes from the constant $-(a_-+a_+)$ in the heavy-doping line. An equal mismatch on the acceptor side leaves a larger excess because $a_+>a_-$. The slowest growth lies at $n/n_i=1.36$, or $N=6.5\times10^{16}$ cm$^{-3}$, but is below the undoped speed by only 0.05%.

## Statistics, ionization and the gap

At $5\times10^{19}$ cm$^{-3}$ the carriers are not truly dilute, since $n/N_c\approx0.4$. With Fermi–Dirac statistics the Fermi level must move further to hold the same carriers, and the singly doped values rise to 3.09 and 5.00. The co-doped value stays at 1.00, because the symmetry argument did not use Boltzmann statistics.

Incomplete ionization does break the symmetry, since neutral dopants carry no charge. Suppose all dopants kept isolated levels 0.045 eV from their bands, with the usual occupation factors of 2 for donors and 4 for acceptors. The singly doped values would fall to 2.02 and 2.38. In the co-doped layer $E_F$ is far from both levels, nearly all dopants are ionized, and $E_F$ moves by 21 meV from the intrinsic level. The result is $R=0.9995$. The Fermi level is restored to within a fraction of $kT$, and the speed hardly notices.

Heavy doping also narrows the gap. Take 0.10 eV as a trial value, shared equally by the two edges. If the defect levels follow their nearest edges, then $[D^-]/[D^0]=\tfrac12(n/N_c)e^{(E_c-E_-)/kT}$ is unchanged at fixed $n$, where $E_c$ is the conduction edge. The singly doped speeds stay put. The co-doped layer gains from its larger $n_i$, but reaches just 1.01. If the levels stay fixed instead, the singly doped values drop to 1.87 and 2.62 and the co-doped one remains 1.00. The enhancements are sensitive to the model; their cancellation is much less so.

## Charge on the interface

A sheet charge at the front bends the bands. Let $\psi$ be the local electrostatic potential times $e/kT$, and define $\ell=e^2/(4\pi\epsilon kT)$, which is 1.79 nm for relative permittivity 11.7. If $n_0,p_0$ are the densities far from the front, Poisson's equation is

$$\psi''=4\pi\ell\,[\,n_0(e^\psi-1)-p_0(e^{-\psi}-1)\,].$$

Multiplying by $\psi'$ and integrating from the bulk, where $\psi=\psi'=0$, gives

$$\tfrac12\psi'^2=4\pi\ell\,[\,n_0(e^\psi-1)+p_0(e^{-\psi}-1)-(n_0-p_0)\psi\,].$$

If the crystal side screens the whole sheet density $\sigma$, Gauss's law sets $|\psi'|=4\pi\ell\sigma$ at the interface. For a trial positive sheet of $10^{12}$ charges per cm$^2$, the bending is 14 meV with donors alone but 175 meV in the co-doped crystal, which has few carriers to screen it.

An undoped crystal has the same $n_0$ and $p_0$ as an ideally compensated one, so it bends equally and $R$ remains 1, provided the dopants stay fully ionized and act as a smooth background. If they kept the isolated levels tried above, they would help screen the sheet, the co-doped bending would fall to about 110 meV, and $R$ would drop to 0.98 for positive charge and 0.94 for negative charge. The singly doped values, relative to an undoped crystal with the same sheet, become 3.10 and 3.56 for positive charge, and 2.27 and 4.75 for negative charge.

## Why the cancellation is large rather than perfect

Neutrality has so far been applied to a smooth background, but ions are discrete. A compensated crystal has many ions, $N_{\rm ion}=N_D+N_A=10^{20}$ cm$^{-3}$, and few carriers. The bands wander, and charged defects become more numerous where the potential favours them. Here the sum of the concentrations returns, though not as an additive enhancement.

For an estimate, assume that defects at the front feel the same potential fluctuations as a point deep in the doped crystal, with ions on all sides. Let a single ion contribute $\pm\phi(r)$ to $\psi$, with $\phi=\ell e^{-r/L}/r$ and $L$ the screening length. Divide space into small cells $dV$. Each holds an ion with probability $N_{\rm ion}dV$, positive or negative with equal chance, so its factor in the average of $e^\psi$ is $1+N_{\rm ion}dV(\cosh\phi-1)$. For independent cells the factors multiply:

$$m\equiv\langle e^\psi\rangle=\exp\!\left[N_{\rm ion}\int_b^\infty4\pi r^2(\cosh\phi-1)\,dr\right].$$

Ions nearer than a core radius $b$ are left out, since at such distances a screened point charge is a poor description and local chemistry takes over. A test with 40,000 random arrangements, for $b=1.0$ nm, $L=4.06$ nm and ions out to 8 nm, gave 1.025 times the value of this formula with the same outer cutoff.

By symmetry between the signs, $\langle n\rangle=\langle p\rangle=mn_i$. Linearizing Poisson's equation with these mean densities gives $1/L^2=4\pi\ell(2mn_i)$, which must be solved together with the expression for $m$. Taking the arithmetic mean of the local growth rates over the potential, as for a front that stays flat and samples all regions side by side, then gives

$$R=\frac{1+(a_-+a_+)m}{1+a_-+a_+}.$$

For $b=0.5$ nm the solution is $L=3.4$ nm and $m\approx18.4$, so

$$R-1\approx\frac{0.0109\times17.4}{1.0109}\approx0.19.$$

This is 3.6% of the additive excess of 5.16. Core radii of 0.3 and 1.0 nm give $R\approx1.29$ and $1.13$, or 5.5% and 2.5% of that excess. The regrowth time becomes roughly 39 to 44 min instead of 50 min, still far from 8 min. The arithmetic mean is carried by rare regions of large potential. If the front instead had to cross fast and slow regions one after another, times would add and the harmonic mean of the rates would apply, giving $R$ near 1.06 and a time near 47 min. These figures are estimates, not bounds: the rms potential energy is about 0.15 eV, or $2kT$, too large for linear screening to be accurate, and the ions were taken as uncorrelated.

In a singly doped crystal, neutrality fixes the mean majority density whatever the fluctuations. The Boltzmann enhancement, linear in that density, is therefore not raised in the same way.

## Beside real silicon

The parameters are rough values in the regime of silicon near 530 °C, where undoped regrowth of (001) layers runs at a few nanometres per minute. The defect levels are model choices. Enhancements by factors of a few in heavily doped silicon, larger for boron than for phosphorus, are of the right kind, as is a return toward the undoped speed on compensation. The dopant concentration is high but ordinary for implanted layers. It lies well above the density at which shallow levels merge with the bands, so the isolated-level calculation probably exaggerates freeze-out.

One assumption easily broken in a device is equal active concentration at every depth. Two implants with equal total dose generally have different profiles, and $R$ follows the local difference where that difference varies slowly over a screening length. In the fully ionized model, a 10% shortage of acceptors changes the 50 min to about 43 min, and a 10% surplus to about 38 min. An estimate of the anneal time for a co-doped layer should therefore start from the undoped speed, provided that the active profiles nearly match and the enhancement is electronic. It also needs a margin: on a smooth background, with a charged interface like the one tried above, a layer mismatched by one or two percent can grow several percent more slowly than an undoped one. The random-ion potentials push the other way and may outweigh this, so the model does not settle the sign of the small departure from the undoped speed. Effects of the dopants on stress or local bonding lie outside this model and need not cancel. The numerical output lists the main values used here.

## Numbers as computed

```
Temperature 800 K, kT = 0.06894 eV
Gap 0.96 eV, Nc = 1.20e+20, Nv = 1.00e+20 cm^-3
Defect levels E- = 0.81, E+ = 0.18 eV
Intrinsic level 0.4737 eV, ni = 1.037e+17 cm^-3
a_minus = 0.00381, a_plus = 0.00706
Each dopant 5.0e+19 cm^-3; dose/ni = 482.2
Donor-only Fermi level 0.8996 eV (Boltzmann)
Acceptor-only Fermi level 0.0478 eV (Boltzmann)
Layer 100 nm, undoped speed 2.0 nm/min
donor only: R = 2.805, v = 5.61 nm/min, time = 17.83 min
acceptor only: R = 4.356, v = 8.71 nm/min, time = 11.48 min
co-doped, model: R = 1.000, v = 2.00 nm/min, time = 50.00 min
co-doped, additive: R = 6.161, v = 12.32 nm/min, time = 8.12 min
Regrown at additive stop time: 16.2 nm, left amorphous: 83.8 nm
Partial compensation, donors fixed: NA/ND, R model, R additive
  0.0  2.805  2.805
  0.5  1.897  4.478
  0.9  1.171  5.824
  1.0  1.000  6.161
  1.1  1.326  6.497
Excess left at NA/ND = 0.9: 9.48 % of donor-only
Slowest growth: n/ni = 1.362, ND-NA = 6.50e+16 cm^-3, 1-R = 4.93e-04
Neglected effects: R for donor only, acceptor only, co-doped
  Fermi-Dirac, full ionization: 3.091, 5.002, 1.000
  Isolated levels 0.045 eV deep: 2.018, 2.382, 0.9995
  Co-doped Fermi shift, isolated levels: 21.4 meV
  Gap narrowed 0.10 eV, levels follow edges: 2.805, 4.356, 1.011
  Gap narrowed 0.10 eV, levels fixed: 1.868, 2.619, 1.000
  Sheet charge +1e+12 e/cm^2: 3.100, 3.558, 1.000
  Sheet charge -1e+12 e/cm^2: 2.269, 4.748, 1.000
  Band bending for + sheet: 14.1, 15.1, 175.4 meV
Linear screening length: co-doped 14.66 nm, donor only 0.94 nm
Relative permittivity 11.7; ion energy equals kT at 1.79 nm (unscreened)
Random ions, co-doped: core nm, screening nm, rms eV, <n>/ni, R
  0.3  2.79  0.146  27.5  1.285
    excess = 5.5 % of additive
  0.5  3.42  0.156  18.4  1.187
    excess = 3.6 % of additive
  1.0  4.06  0.154  13.0  1.129
    excess = 2.5 % of additive
Random-ion average, sampled/quadrature: 1.025
```
